\section*{Wigner Tunnelling Factors for Hydrogen and Deuterium in Beta-Hydride Elimination}

\section{The problem}

In a beta-hydride elimination, a hydrogen atom on the second carbon of an alkyl ligand moves to the metal, and an alkene leaves. Suppose that the saddle point has one unstable mode, dominated by this transfer, with wavenumber $1000i\ \mathrm{cm^{-1}}$ for hydrogen. The temperature is 450 K. Find the lowest-order Wigner tunnelling factors for hydrogen and for deuterium, assuming that the frequency varies as the inverse square root of the isotope mass.

Atomic units are used in the algebra, so $\hbar=1$. The positive number $\omega$ is the magnitude of the imaginary frequency, $\beta=1/(k_BT)$, and $u=\beta\omega$. The tunnelling factor $\kappa$ is the thermal rate of crossing the barrier with quantum transmission, divided by the rate with classical transmission. Motion along the transfer coordinate is taken to be separable from all other motion.

\section{A tempting solution}

For hydrogen, the mode quantum is 0.12398 eV and the thermal energy is 0.03878 eV, so $u_H=3.197$. The Wigner formula gives
\begin{equation}
\kappa_H=1+\frac{u_H^2}{24}=1+\frac{10.223}{24}=1.43 .
\end{equation}
For deuterium, one might argue as follows. Tunnelling matters in a window of energy below the barrier top, and the width of this window is proportional to $\omega$. The excess of $\kappa$ over one should therefore be proportional to $\omega$ too. The frequency falls by the factor 0.7074, which gives
\begin{equation}
\kappa_D\stackrel{?}{=}1+0.7074\times0.4259=1.30 .
\end{equation}

The hydrogen value is right and the deuterium value is wrong. The window does have a width proportional to $\omega$, but the argument counts only the particles gained below the barrier top. Quantum mechanics also reflects some particles above the top, and to first order in $\omega$ this loss cancels the gain. The derivation below shows the cancellation and what survives it.

\section{The isotope shift of the frequency}

Near its top the barrier is $V=V_0-\tfrac12KX^2$. The electronic energy surface does not depend on the nuclear mass, so $K$ is the same for both isotopes. If only the transferred atom moves, Newton's equation is $m\ddot X=KX$. Its solutions are $e^{\pm\omega t}$ with
\begin{equation}
\omega=\sqrt{K/m},\qquad \frac{\omega_D}{\omega_H}=\sqrt{\frac{m_H}{m_D}}=\frac1{\sqrt{1.9985}}=0.7074 .
\end{equation}

\section{Transmission through the barrier top}

Measure length in units of $(m\omega)^{-1/2}$ and energy from the barrier top in units of $\omega$. The Hamiltonian becomes $h=(p^2-x^2)/2$ with $[x,p]=i$. Define
\begin{equation}
a=\frac{p+x}{\sqrt2},\qquad b=\frac{p-x}{\sqrt2}.
\end{equation}
Their commutator is $[a,b]=\tfrac12([x,p]-[p,x])=i$. Multiplying out the products gives $ab+ba=p^2-x^2$, so that
\begin{equation}
h=\tfrac12(ab+ba)=ab-\tfrac{i}{2}.
\end{equation}
The Heisenberg equations follow:
\begin{align}
\dot a&=i[h,a]=i\,a[b,a]=a,\\
\dot b&=i[h,b]=i\,[a,b]b=-b .
\end{align}
Thus $a$ grows as $e^t$ and $b$ decays as $e^{-t}$, and neither changes sign. Since $x=(a-b)/\sqrt2$ and $p=(a+b)/\sqrt2$, the signs have a direct meaning. At early times $b$ dominates, and $b>0$ means a particle on the left moving right. At late times $a$ dominates: $a>0$ means that the particle is on the right, hence transmitted, and $a<0$ that it is on the left, hence reflected.

In the representation where $b$ is a number, $a=i\,d/db$ reproduces $[a,b]=i$. A state of scaled energy $\varepsilon$ then obeys
\begin{equation}
i\left(b\frac{d}{db}+\frac12\right)\phi=\varepsilon\phi
\quad\Longrightarrow\quad
\phi(b)=b^{-1/2-i\varepsilon}\quad(b>0).
\end{equation}
Setting $\phi=0$ for $b<0$ means that nothing arrives from the right.

The pair $(a,b)$ has the commutator of a position and its momentum, so the amplitude in $a$ is a Fourier transform. With a convergence factor $e^{-\eta b}$, $\eta\to0^+$, and $s=\tfrac12-i\varepsilon$,
\begin{equation}
\psi(a)=\frac1{\sqrt{2\pi}}\int_0^\infty b^{s-1}e^{-(\eta-ia)b}\,db
=\frac{\Gamma(s)}{\sqrt{2\pi}}(\eta-ia)^{-s}.
\end{equation}
For $a>0$ the bracket tends to $|a|e^{-i\pi/2}$, and for $a<0$ to $|a|e^{i\pi/2}$. The corresponding phase factors are $e^{\pm i\pi s/2}$, with moduli $e^{\pm\pi\varepsilon/2}$. Hence
\begin{equation}
|\psi(a)|^2=\frac{|\Gamma(s)|^2}{2\pi|a|}\,e^{\pm\pi\varepsilon},
\end{equation}
where the upper sign belongs to $a>0$. Because $\dot a=a$, the outgoing flux is $|a||\psi|^2$, which does not depend on $|a|$ on either side. The ratio of transmitted to reflected flux is $e^{2\pi\varepsilon}$. Transmission $P$ and reflection $1-P$ add to one, so
\begin{equation}
\frac{P}{1-P}=e^{2\pi\varepsilon},\qquad
P(\varepsilon)=\frac1{1+e^{-2\pi\varepsilon}} .
\label{eq:P}
\end{equation}
At the barrier top $P=\tfrac12$. Direct integration of the wave equation at $\varepsilon=-0.6,-0.2,0,0.3,0.7$ agrees with this law to within $1.4\times10^{-6}$ in $P$.

\section{The thermal average}

Particles arriving with momentum $p$ have velocity $p/m$. Since $(p/m)\,dp=dE$, the thermal flux across the barrier is proportional to $\int P\,e^{-\beta E}dE$. Classically $P$ is zero below $V_0$ and one above it, and the integral is $e^{-\beta V_0}/\beta$. Dividing by this and substituting $E=V_0+\omega\varepsilon$ gives
\begin{equation}
\kappa=u\int_{-\infty}^{\infty}P(\varepsilon)e^{-u\varepsilon}\,d\varepsilon .
\end{equation}
The lower limit should be $-V_</\omega$, where $V_<$ is the smaller of the forward and reverse barrier heights, since no particle crosses at an energy below the product level. Deep below the top the parabolic integrand falls as $e^{(2\pi-u)\varepsilon}$, so the extension is harmless when $(2\pi-u)V_</\omega\gg1$.

Integrate by parts. The boundary term $-Pe^{-u\varepsilon}$ vanishes at $+\infty$, and at $-\infty$ it vanishes if $u<2\pi$. This leaves
\begin{equation}
\kappa=\int_{-\infty}^{\infty}P'(\varepsilon)e^{-u\varepsilon}\,d\varepsilon,\qquad
P'(\varepsilon)=\frac{\pi}{2\cosh^2(\pi\varepsilon)} .
\label{eq:parts}
\end{equation}

Here the fault in the tempting solution can be seen. The function $P'$ is even, so the linear term of $e^{-u\varepsilon}$ integrates to zero. Transmission gained at an energy below the top equals transmission lost at the same distance above it. A net gain remains because the Boltzmann factor favours the lower energies. One power of $\omega$ comes from the width of the window, and a second from the difference in Boltzmann weight across it.

To evaluate the integral, use $P$ itself as the variable. Equation (\ref{eq:P}) gives $e^{-u\varepsilon}=[(1-P)/P]^r$ with $r=u/(2\pi)$. Therefore
\begin{equation}
\kappa=\int_0^1P^{-r}(1-P)^r\,dP=\Gamma(1-r)\Gamma(1+r)
=\frac{\pi r}{\sin\pi r}=\frac{u/2}{\sin(u/2)} .
\label{eq:closed}
\end{equation}
The second equality is the beta integral, whose denominator is $\Gamma(2)=1$. The third uses $\Gamma(1+r)=r\Gamma(r)$ and the reflection formula $\Gamma(r)\Gamma(1-r)=\pi/\sin\pi r$.

With $z=u/2$, $\sin z/z=1-z^2/6+z^4/120-\dots$. Its reciprocal is $1+z^2/6+(1/36-1/120)z^4+\dots$, and the last bracket equals $7/360$. Hence
\begin{equation}
\kappa=1+\frac{u^2}{24}+\frac{7u^4}{5760}+\cdots .
\label{eq:series}
\end{equation}
The first two terms are the Wigner factor.

\section{The two factors}

The excess over one is quadratic in frequency and so inversely proportional to mass:
\begin{equation}
\kappa_D-1=\frac{m_H}{m_D}(\kappa_H-1)=\frac{0.4259}{1.9985}=0.2131 .
\end{equation}
The Wigner factors are therefore
\begin{equation}
\kappa_H=1.43,\qquad \kappa_D=1.21 .
\end{equation}
The same deuterium value follows from $u_D=2.262$, since $5.115/24=0.213$. The ratio of the factors is 1.18. At fixed frequency the excess varies as $1/T^2$: the factors are 1.54 and 1.27 at 400 K, and 1.29 and 1.14 at 550 K.

\section{How far the truncated formula can be trusted}

The expansion assumes small $u$, and here $u_H$ is about 3.2. The next term of (\ref{eq:series}) adds 0.127 for hydrogen and 0.032 for deuterium. The complete parabolic result (\ref{eq:closed}) is 1.60 for hydrogen and 1.25 for deuterium, with ratio 1.28. The truncation thus loses more for the lighter isotope and understates the isotope effect of this model.

The parabolic result has its own limit. It diverges at $u=2\pi$, that is, at $T=\omega/(2\pi k_B)$, which is 229 K for hydrogen and 162 K for deuterium. There the growth of the Boltzmann factor below the top matches the decay of $P$, and a barrier without a bottom supplies unlimited tunnelling. The Wigner factor stays finite at this point and gives no sign of the change.

A barrier of finite height tests the parabolic shape at 450 K. Take $V=V_0\,\mathrm{sech}^2(X/L)$ with $V_0=1.2$ eV. Near the top it is $V_0(1-X^2/L^2)$, so matching the curvature requires $K=2V_0/L^2$. The hydrogen mode gives $K=m_H\omega_H^2=3.706\ \mathrm{eV/\text{\AA}^2}$, and
\begin{equation}
L=\sqrt{\frac{2V_0}{K}}=\sqrt{\frac{2.4}{3.706}}\ \text{\AA}=0.805\ \text{\AA}.
\end{equation}
With $v=V_0/\omega$ and energy $e\,\omega$ measured from the foot of the barrier, the known transmission law for this symmetric Eckart barrier is
\begin{equation}
P=\frac{\sinh^2(2\pi\sqrt{ev})}{\sinh^2(2\pi\sqrt{ev})+\cosh^2\!\left(\tfrac{\pi}{2}\sqrt{16v^2-1}\right)} .
\end{equation}
It is quoted here, not derived. For hydrogen, direct integration of the wave equation at $e=v-0.5$, $v$ and $v+0.5$ agrees with it to within $6\times10^{-9}$ in $P$. Its thermal average, with $V_0$ and $L$ the same for both isotopes, gives 1.60 for hydrogen and 1.25 for deuterium. For this barrier the truncation of the series is a much larger error than the parabolic shape. The barrier is symmetric, whereas an elimination of this kind is endothermic and has a lower reverse barrier. An asymmetric Eckart barrier with the same curvature and forward height gives 1.56 and 1.25 for a reverse barrier of 0.25 eV, and 1.50 and 1.24 for 0.15 eV. In the last case the shape error for hydrogen is as large as the truncation error.

\section{Comparison with a real precursor}

Triisobutylaluminium, a precursor for aluminium films, loses isobutene by beta-hydride elimination. The barrier of 1.2 eV is an assumed round value, and the mode of $1000i\ \mathrm{cm^{-1}}$ is the given round number; neither was computed for this molecule. If the reaction is run hotter than 450 K, the Wigner factors are smaller, as the values at 550 K show. In the real molecule the carbon and aluminium atoms also move in the unstable mode. As an estimate, let the hydrogen move against one free carbon of mass $M=12$ u. The relative motion has inverse mass $1/m+1/M$, so
\begin{equation}
\frac{\omega_D}{\omega_H}=\sqrt{\frac{1/m_D+1/M}{1/m_H+1/M}}=0.734 .
\end{equation}
With the hydrogen mode held at $1000i\ \mathrm{cm^{-1}}$, the deuterium factor rises from 1.21 to 1.23. This two-body picture shows the direction of the change but can understate its size, because at a four-centre Al--C--C--H saddle other bonds change along the same mode. For the small analogue $\mathrm{H_2AlC_2H_5}$, a Hartree--Fock calculation in the 3-21G basis gives modes of $987i$ and $830i\ \mathrm{cm^{-1}}$, a ratio of 0.84, with only about half of the squared mass-weighted amplitude on the transferred atom. That ratio would give a deuterium factor near 1.3. The method and basis are crude and their convergence was not tested, so the number is only indicative; for a real molecule the ratio should be taken from the mass-weighted Hessian at the saddle. Recrossing, tunnelling paths that leave the separable coordinate, and the influence of a surface are not included, and their size is not estimated here.

The ratio 1.18 is not the kinetic isotope effect, because zero-point energy also changes with mass. Suppose that a C--H stretch of roughly $2900\ \mathrm{cm^{-1}}$ is lost completely at the saddle. Its zero-point energy $\omega_s/2$ lowers the energy still needed to reach the saddle, and it is larger for hydrogen. If the carbon atom is held fixed, the difference is 0.0526 eV. Hydrogen is then favoured by
\begin{equation}
\exp\left(\frac{0.0526}{0.03878}\right)\approx3.9 .
\end{equation}
If the carbon atom moves as a free partner, the frequency ratio 0.734 applies to the stretch too. The difference then falls to 0.0478 eV and the factor to 3.4. Both factors are estimates of scale, since isotope-dependent zero-point energy in the other modes, at the reactant and at the saddle, changes them. If the stretch is lost completely, zero-point energy contributes more to the isotope effect at 450 K than tunnelling does; for the Eckart barrier above, the two become comparable near 200 K. The forming metal--hydrogen bond can add a stiff hydrogen mode at the saddle, which would reduce the zero-point factor and narrow the gap.

\section*{Numbers as computed}
\begin{verbatim}
H mode wavenumber magnitude: 1000 cm^-1
Temperature: 450 K
H mode quantum: 0.12398 eV
D mode quantum: 0.08770 eV
Thermal energy: 0.03878 eV
H atomic mass: 1.00783 u
D atomic mass: 2.01410 u
D/H mass ratio: 1.99846 (no unit)
D/H frequency ratio: 0.70738 (no unit)
u for H: 3.1973 (no unit)
u for D: 2.2617 (no unit)
u squared for H: 10.2226 (no unit)
u squared for D: 5.1152 (no unit)
Wigner factor H: 1.4259 (no unit)
Wigner factor D: 1.2131 (no unit)
Wigner factor H, rounded: 1.43 (no unit)
Wigner factor D, rounded: 1.21 (no unit)
Wigner H/D ratio: 1.1754 (no unit)
Ratio of H/D excesses over 1: 1.99846
Numerical u^2 coefficient: 0.041679 (no unit)
Numerical u^4 coefficient: 0.001223 (no unit)
Next term H: 0.1270 (no unit)
Next term D: 0.0318 (no unit)
Full parabola factor H: 1.5993 (no unit)
Full parabola factor D: 1.2499 (no unit)
Full parabola H/D ratio: 1.2795 (no unit)
Parabola crossover temperature H: 229.0 K
Parabola crossover temperature D: 162.0 K
Rough barrier height: 1.2 eV
Force constant magnitude: 3.706 eV/angstrom^2
Eckart length L: 0.805 angstrom
Eckart factor H: 1.5989 (no unit)
Eckart factor D: 1.2549 (no unit)
Eckart H/D ratio: 1.2741 (no unit)
Largest Eckart grid shift: 4.4e-16 (no unit)
Largest parabola transmission error: 1.4e-06
Largest Eckart transmission error: 5.9e-09
Carbon partner mass: 12 u
D/H frequency ratio, moving carbon: 0.7342
Wigner factor D, moving carbon: 1.2296
Rough C-H stretch: 2900 cm^-1
H-D zero-point difference: 0.0526 eV
Zero-point H/D rate factor: 3.88 (no unit)
Level-sum H/D rate factor: 3.89 (no unit)
Wigner factor H at 400 K: 1.5391
Wigner factor D at 400 K: 1.2697
Wigner factor H at 550 K: 1.2851
Wigner factor D at 550 K: 1.1427
\end{verbatim}
